# Which hafnia phases allow spontaneous polarization, and along which direction: a program that tests the result

```python
# RESULT UNDER TEST: a crystal may have spontaneous polarization P only along
# vectors fixed by all rotation parts W of its space group (r -> W r + t).
# Hafnia: P2_1/c, Pbca, P4_2/nmc: none; Pca2_1, Pmn2_1: along c; R3m: threefold
# axis. In parent fluorite cube axes: [001], [110], [111] respectively.
# Coordinates r are fractional; translations t are stored in units of 1/24.
# Formal ionic charges: Hf +4e, O -2e. Lengths in nm in the worked example.
import itertools
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.integrate import quad

rng = np.random.default_rng(7)


def parse(text):
    def image(v):
        names = dict(x=v[0], y=v[1], z=v[2])
        return np.array(eval("(" + text + ")", {}, names), float)
    t = image(np.zeros(3))
    W = np.column_stack([image(v) - t for v in np.eye(3)])
    return make_key(W, t)


def make_key(W, t):
    return (tuple(int(round(w)) for w in np.ravel(W)),
            tuple(int(round(24 * s)) % 24 for s in t))


def unpack(key):
    return np.array(key[0], float).reshape(3, 3), np.array(key[1]) / 24.0


def close_group(generators):
    gens = [parse(g) for g in generators]
    group = {parse("x,y,z")}
    frontier = list(group)
    while frontier:
        new = []
        for old in frontier:
            W2, t2 = unpack(old)
            for g in gens:
                W1, t1 = unpack(g)
                k = make_key(W1 @ W2, W1 @ t2 + t1)
                if k not in group:
                    group.add(k)
                    new.append(k)
        frontier = new
    return group


def locate(r, sites, tol=1e-6):
    if len(sites) == 0:
        return -1
    d = np.array(sites) - r
    d -= np.round(d)
    hit = np.where(np.max(np.abs(d), axis=1) < tol)[0]
    return int(hit[0]) if len(hit) else -1


def build_atoms(group, seeds):
    sites, charges = [], []
    for q, seed in seeds:
        for k in sorted(group):
            W, t = unpack(k)
            r = (W @ np.array(seed) + t) % 1.0
            if locate(r, sites) < 0:
                sites.append(r)
                charges.append(q)
    return np.array(sites), np.array(charges, float)


def metric(a, b, c, cos_bc=0.0, cos_ac=0.0, cos_ab=0.0):
    lengths = np.diag([a, b, c])
    C = np.array([[1, cos_ab, cos_ac], [cos_ab, 1, cos_bc],
                  [cos_ac, cos_bc, 1]])
    return lengths @ C @ lengths


SIGNED_PERMS = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        SIGNED_PERMS.append(np.diag(signs) @ np.eye(3)[list(perm)])


def find_symmetries(sites, charges, G):
    """Brute-force search, without any use of the named space group."""
    found = set()
    for W in SIGNED_PERMS:
        if not np.allclose(W.T @ G @ W, G, atol=1e-9):
            continue
        for j in np.where(charges == charges[0])[0]:
            t = sites[j] - W @ sites[0]
            moved = sites @ W.T + t
            d = moved[:, None, :] - sites[None, :, :]
            d -= np.round(d)
            same = np.max(np.abs(d), axis=2) < 1e-6
            same &= charges[:, None] == charges[None, :]
            if np.all(same.any(axis=1)):
                found.add(make_key(W, t))
    return found


def image_line(M):
    """Rank of M and, if the rank is one, its direction as small integers."""
    U, s, _ = np.linalg.svd(M)
    rank = int(np.sum(s > 1e-9))
    if rank != 1:
        return rank, None
    v = U[:, 0]
    v = v / v[np.argmax(np.abs(v))]
    return rank, tuple(int(n) for n in np.round(v, 6))


cube = np.eye(3)
tet = np.array([[.5, .5, 0], [-.5, .5, 0], [0, 0, 1]])
pmn = np.array([[-.5, .5, 0], [0, 0, 1], [.5, .5, 0]])
q4 = 0.25
# generators, ideal cell vectors in cube axes (rows), atom seeds, strained metric
phases = {
    "P2_1/c": (["-x,y+1/2,-z+1/2", "-x,-y,-z"], cube,
               [(4, (q4, 0, q4)), (-2, (0, q4, .5)), (-2, (.5, .75, .5))],
               metric(.51, .52, .53, cos_ac=-.16)),
    "Pbca": (["-x+1/2,-y,z+1/2", "-x,y+1/2,-z+1/2", "-x,-y,-z"],
             np.diag([2., 1, 1]),
             [(4, (.125, 0, q4)), (-2, (0, q4, 0)), (-2, (q4, q4, 0))],
             metric(1.04, .51, .50)),
    "P4_2/nmc": (["-y+1/2,x,z+1/2", "-x,y+1/2,-z", "-x,-y,-z"], tet,
                 [(4, (.75, q4, .75)), (-2, (q4, q4, 0))],
                 metric(.36, .36, .52)),
    "Pca2_1": (["-x,-y,z+1/2", "x+1/2,-y,z"], cube,
               [(4, (0, q4, 0)), (-2, (q4, .5, q4)), (-2, (q4, 0, q4))],
               metric(.52, .50, .51)),
    "Pmn2_1": (["-x+1/2,-y,z+1/2", "-x,y,z"], pmn,
               [(4, (0, q4, 0)), (-2, (0, 0, .5)), (-2, (0, .5, .5))],
               metric(.35, .52, .37)),
    "R3m": (["z,x,y", "y,x,z", "x,y+1/2,z+1/2", "x+1/2,y,z+1/2"], cube,
            [(4, (0, 0, 0)), (-2, (q4,) * 3), (-2, (.75,) * 3)],
            metric(.51, .51, .51, .01, .01, .01)),
}
claimed = {"P2_1/c": None, "Pbca": None, "P4_2/nmc": None,
           "Pca2_1": (0, 0, 1), "Pmn2_1": (1, 1, 0), "R3m": (1, 1, 1)}
inversion = tuple(int(n) for n in np.ravel(-np.eye(3)))
groups, ideal, polar_lines = {}, {}, {}

print("Columns: phase; operations per cell; inversion; free displacement")
print("parameters; allowed P components; polar line in cube axes")
for name, (gens, L, seeds, G) in phases.items():
    group = close_group(gens)
    sites, charges = build_atoms(group, seeds)
    groups[name], ideal[name] = group, (sites, charges)
    # the undistorted atoms must form fluorite in the cube axes
    volume = abs(np.linalg.det(L))
    rel = (sites - sites[0]) @ L
    hf, ox = rel[charges > 0], rel[charges < 0]
    assert len(hf) == round(4 * volume) and len(ox) == round(8 * volume)
    assert np.allclose(2 * hf, np.round(2 * hf))
    assert np.all(np.round(2 * hf).sum(axis=1) % 2 == 0)
    assert np.allclose(4 * ox, np.round(4 * ox))
    assert np.all(np.round(4 * ox) % 2 == 1)
    # displacement fields left unchanged by the whole group
    n = len(sites)
    field_projector = np.zeros((3 * n, 3 * n))
    for k in group:
        W, t = unpack(k)
        for i in range(n):
            j = locate(W @ sites[i] + t, sites)
            assert j >= 0 and charges[i] == charges[j]
            field_projector[3*j:3*j+3, 3*i:3*i+3] += W / len(group)
    free = int(round(np.trace(field_projector)))
    dipole_map = np.kron(charges, np.eye(3))
    rank_atoms, line_atoms = image_line(L.T @ dipole_map @ field_projector)
    # fixed vectors of the point group
    Pi = sum(unpack(k)[0] for k in group) / len(group)
    rank_group, line_group = image_line(L.T @ Pi)
    assert rank_atoms == rank_group == int(round(np.trace(Pi)))
    assert line_atoms == line_group == claimed[name]
    # a generic distorted structure has exactly the named symmetry
    u = field_projector @ rng.normal(size=3 * n)
    u = (0.03 * u / np.max(np.abs(u))).reshape(n, 3)
    distorted = sites + u
    assert find_symmetries(distorted, charges, G) == group
    # formal polarization obeys the symmetry modulo whole quanta
    p = charges @ distorted
    for k in group:
        change = unpack(k)[0] @ p - p
        assert np.allclose(change, np.round(change), atol=1e-9)
    has_inv = any(k[0] == inversion for k in group)
    assert has_inv == (claimed[name] is None)
    polar_lines[name] = line_group
    print(f"{name:9s} {len(group):3d}  {'yes' if has_inv else 'no':3s} "
          f"{free:2d}  {rank_group}  {line_group}")

# absence of inversion alone is not enough
g222 = close_group(["x,-y,-z", "-x,y,-z"])
assert not any(k[0] == inversion for k in g222)
Pi222 = sum(unpack(k)[0] for k in g222) / len(g222)
assert np.allclose(Pi222, 0)
print(f"Class 222 (no inversion): allowed P components = "
      f"{np.linalg.matrix_rank(Pi222)}")

# keeping a tetragonal a axis turns P4_2/nmc into Pmn2_1
order = [1, 2, 0]
kept = []
for k in groups["P4_2/nmc"]:
    W, t = unpack(k)
    if np.allclose(W @ [1, 0, 0], [1, 0, 0]):
        kept.append((W[np.ix_(order, order)], t[order]))
match = False
for shift in itertools.product([0, .25, .5, .75], repeat=3):
    s = np.array(shift)
    trial = {make_key(W, t + s - W @ s) for W, t in kept}
    match = match or trial == groups["Pmn2_1"]
assert match
print(f"P4_2/nmc operations keeping a tetragonal a axis: {len(kept)}"
      f" (equal to Pmn2_1: {match})")

# ---------------- worked example ----------------
UNIT = e / 1e-18 * 100          # one e per nm^2, in uC/cm2
cell = np.array([0.52, 0.50, 0.50])
shift_nm = np.array([0.02, 0.01, -0.05])
vol = np.prod(cell)


def move_orbit(group, seed, displacement_nm, lengths):
    starts, moves = [], []
    for k in sorted(group):
        W, t = unpack(k)
        starts.append((W @ np.array(seed) + t) % 1.0)
        moves.append(W @ (displacement_nm / lengths) * lengths)
    return np.array(starts), np.array(moves)


seed = (q4, .5, q4)
start, move = move_orbit(groups["Pca2_1"], seed, shift_nm, cell)
P = -2 * move.sum(axis=0) / vol * UNIT
P_formula = 8 * 0.05 / vol * UNIT
assert np.allclose(P, [0, 0, P_formula], atol=1e-9)
sites, charges = ideal["Pca2_1"]
example = sites.copy()
for r, m in zip(start, move):
    example[locate(r, sites)] += m / cell
# slightly unequal b and c so that the search uses a general orthorhombic cell
assert find_symmetries(example, charges, metric(.52, .50, .501)) \
    == groups["Pca2_1"]
print(f"Example cell a, b, c = {cell[0]:.2f}, {cell[1]:.2f}, {cell[2]:.2f} nm;"
      f" volume = {vol:.3f} nm^3")
print("Shift of first moved O (x, y, z) =", shift_nm, "nm")
print("Shifts of the four moved O atoms (nm):")
for m in move:
    print("   " + "  ".join(f"{c:+.3f}" for c in m))
print("Sum of the four shifts =",
      "  ".join(f"{c + 0.0:+.3f}" for c in np.round(move.sum(axis=0), 9)), "nm")
print(f"Pca2_1 polarization along +c = {P[2]:.1f} uC/cm2 = {P[2]/100:.3f} C/m^2")

# another path to the identical crystal
shift_B = np.array([-shift_nm[0], shift_nm[1], cell[2] / 2 + shift_nm[2]])
start_B, move_B = move_orbit(groups["Pca2_1"], seed, shift_B, cell)
end_A, end_B = start + move / cell, start_B + move_B / cell
assert sorted(locate(r, end_A) for r in end_B) == [0, 1, 2, 3]
P_B = -2 * move_B.sum(axis=0) / vol * UNIT
quantum = UNIT / (cell[0] * cell[1])
ratio = (P[2] - P_B[2]) / quantum
assert np.allclose(P_B[:2], 0, atol=1e-9) and abs(ratio - round(ratio)) < 1e-9
print(f"Other path: O shift along c = {shift_B[2]:+.2f} nm,"
      f" P_c = {P_B[2]:.1f} uC/cm2")
print(f"Quantum e/(ab) = {quantum:.1f} uC/cm2; path difference = "
      f"{ratio:.0f} quanta")

# same oxygen motion in the doubled Pbca cell
cell2 = cell * [2, 1, 1]
start2, move2 = move_orbit(groups["Pbca"], (q4, q4, 0), shift_nm, cell2)
layer = np.isclose(start2[:, 0], .25)
P1 = -2 * move2[layer].sum(axis=0) / vol * UNIT
P2 = -2 * move2[~layer].sum(axis=0) / vol * UNIT
assert layer.sum() == 4 and np.allclose(P1 + P2, 0, atol=1e-9)
assert abs(abs(P1[2]) - P[2]) < 1e-9
print(f"Pbca half-cells: P_c = {P1[2]:+.1f} and {P2[2]:+.1f} uC/cm2;"
      f" cell average = {abs(np.round((P1 + P2)[2] / 2, 9)):.1f}")

print("Polar phase: number of senses; |cos| with film normal [001]; with [111]")
for name in ("Pca2_1", "Pmn2_1", "R3m"):
    v = np.array(polar_lines[name], float)
    senses = {tuple(int(c) for c in W @ v) for W in SIGNED_PERMS}
    cosines = []
    for normal in ([0, 0, 1], [1, 1, 1]):
        nhat = np.array(normal) / np.linalg.norm(normal)
        vals = {round(abs(np.dot(s, nhat)) / np.linalg.norm(v), 3)
                for s in senses}
        cosines.append(", ".join(f"{c:.3f}" for c in sorted(vals)))
    print(f"{name:7s} {len(senses):2d};  {cosines[0]};  {cosines[1]}")
print(f"Pca2_1 example, normal component in a [111] film = "
      f"{P[2] / np.sqrt(3):.1f} uC/cm2")

# ---------------- sizes of neglected effects (rough inputs) ----------------
charge_eff, other_shift = 2.5, 0.005
eps_r, field, breakdown = 30.0, 1.0, 4.0       # relative, MV/cm, MV/cm
flexo, strain, thickness = 1e-9, 0.01, 10e-9   # C/m, 1, m
pyro, warming = 50e-6, 60.0                   # C/(m^2 K), K
P_eff = P[2] * charge_eff / 2
P_other = 2 * 4 * other_shift / vol * UNIT
average = quad(lambda th: abs(np.cos(th)) * np.sin(th) / 2, 0, np.pi,
               points=[np.pi / 2])[0]
P_ind = epsilon_0 * (eps_r - 1) * field * 1e8 * 100
P_flexo = flexo * strain / thickness * 100
P_pyro = pyro * warming * 100
E_dep = P[2] / 100 / (epsilon_0 * eps_r) / 1e8
assert E_dep > breakdown > field
print("Neglected effects, rough inputs:")
print(f"O effective charge -{charge_eff} e instead of -2 e: P = {P_eff:.1f} uC/cm2")
print(f"Other four O atoms moving {other_shift} nm: change = {P_other:.1f} uC/cm2")
print(f"Random grains, best sense in each: factor {average:.3f},"
      f" P = {average * P[2]:.1f} uC/cm2")
print(f"Induced P at {field:.0f} MV/cm, eps_r = {eps_r:.0f}: {P_ind:.2f} uC/cm2")
print(f"Strain gradient ({strain:.0%} over {thickness*1e9:.0f} nm, "
      f"{flexo*1e9:.0f} nC/m): {P_flexo:.2f} uC/cm2")
print(f"Warming by {warming:.0f} K at {pyro*1e6:.0f} uC/(m^2 K): "
      f"{P_pyro:.2f} uC/cm2")
print(f"Unscreened depolarizing field = {E_dep:.1f} MV/cm;"
      f" rough breakdown field = {breakdown:.0f} MV/cm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Columns: phase; operations per cell; inversion; free displacement
parameters; allowed P components; polar line in cube axes
P2_1/c      4  yes  9  0  None
Pbca        8  yes  9  0  None
P4_2/nmc   16  yes  1  0  None
Pca2_1      4  no   9  1  (0, 0, 1)
Pmn2_1      4  no   6  1  (1, 1, 0)
R3m        24  no   3  1  (1, 1, 1)
Class 222 (no inversion): allowed P components = 0
P4_2/nmc operations keeping a tetragonal a axis: 4 (equal to Pmn2_1: True)
Example cell a, b, c = 0.52, 0.50, 0.50 nm; volume = 0.130 nm^3
Shift of first moved O (x, y, z) = [ 0.02  0.01 -0.05] nm
Shifts of the four moved O atoms (nm):
   -0.020  -0.010  -0.050
   -0.020  +0.010  -0.050
   +0.020  -0.010  -0.050
   +0.020  +0.010  -0.050
Sum of the four shifts = +0.000  +0.000  -0.200 nm
Pca2_1 polarization along +c = 49.3 uC/cm2 = 0.493 C/m^2
Other path: O shift along c = +0.20 nm, P_c = -197.2 uC/cm2
Quantum e/(ab) = 61.6 uC/cm2; path difference = 4 quanta
Pbca half-cells: P_c = +49.3 and -49.3 uC/cm2; cell average = 0.0
Polar phase: number of senses; |cos| with film normal [001]; with [111]
Pca2_1   6;  0.000, 1.000;  0.577
Pmn2_1  12;  0.000, 0.707;  0.000, 0.816
R3m      8;  0.577;  0.333, 1.000
Pca2_1 example, normal component in a [111] film = 28.5 uC/cm2
Neglected effects, rough inputs:
O effective charge -2.5 e instead of -2 e: P = 61.6 uC/cm2
Other four O atoms moving 0.005 nm: change = 4.9 uC/cm2
Random grains, best sense in each: factor 0.500, P = 24.6 uC/cm2
Induced P at 1 MV/cm, eps_r = 30: 2.57 uC/cm2
Strain gradient (1% over 10 nm, 1 nC/m): 0.10 uC/cm2
Warming by 60 K at 50 uC/(m^2 K): 0.30 uC/cm2
Unscreened depolarizing field = 18.6 MV/cm; rough breakdown field = 4 MV/cm
ALL CHECKS PASSED
```
